# Why added electrons can bend a metal nitrosyl

## Symmetry of the mixing

Place a metal atom at the origin and the nitrogen atom of a nitrosyl ligand on the \(z\) axis. Tilt the N–O axis away from \(z\) by an angle \(\theta\) in the \(xz\) plane, so that the M–N–O angle is \(180^\circ-\theta\). Assume that the other ligands leave \(z\) a twofold axis. A half turn about \(z\) then changes the molecule with tilt \(\theta\) into the one with tilt \(-\theta\).

The metal orbital \(z^2\) is unchanged by this half turn. The in-plane antibonding orbital \(\pi^*\) of NO, which points along \(x\) at \(\theta=0\), goes into minus the \(\pi^*\) orbital of the molecule with tilt \(-\theta\). Their coupling therefore obeys

\[
H_{z\pi}(\theta)=-H_{z\pi}(-\theta). \tag{1}
\]

It vanishes in the linear molecule and starts linearly in \(\theta\). The total energy is the same for \(\theta\) and \(-\theta\), so for a non-degenerate state

\[
E_n(\theta)=E_n(0)+\tfrac12\kappa_n\theta^2+\dots \tag{2}
\]

Here \(n\) is the number of metal-nitrosyl electrons: those in metal d orbitals and NO \(\pi^*\) orbitals together. Symmetry allows the mixing but does not fix the sign of \(\kappa_n\). The linear form is unstable when \(\kappa_n<0\), and whether added electrons produce this depends on a balance of couplings.

## The couplings

Use a one-electron model with orthogonalised orbitals, fixed bond lengths and Hartree atomic units. Four orbitals take part in the bending plane: the nitrogen lone pair \(h\), metal \(z^2\), metal \(xz\), and \(\pi^*\). Their site energies are \(\varepsilon_h,\varepsilon_z,\varepsilon_x,\varepsilon_p\). Only the nitrogen parts of the ligand orbitals are coupled to the metal. The p orbitals along and perpendicular to the tilted N–O axis are

\[
p_\parallel=\sin\theta\,p_x+\cos\theta\,p_z,\qquad
p_\perp=\cos\theta\,p_x-\sin\theta\,p_z. \tag{3}
\]

The nitrogen part of \(h\) is \(a\,s-b\,p_\parallel\), whose large lobe points towards the metal, and that of \(\pi^*\) is \(c\,p_\perp\), with \(a,b,c>0\).

Take the M–N interaction to be axially symmetric. It then couples only orbitals with the same angular behaviour about \(z\):

\[
\langle z^2|H|s\rangle=-v_s,\quad
\langle z^2|H|p_z\rangle=+v_\sigma,\quad
\langle xz|H|p_x\rangle=-v_\pi, \tag{4}
\]

with all three \(v\) positive. The second sign is positive because the negative lobe of \(p_z\) faces the positive lobe of \(z^2\). Inserting (3) gives

\[
\begin{aligned}
H_{zh}&=-(a v_s+b v_\sigma\cos\theta), & H_{xh}&=b v_\pi\sin\theta,\\
H_{z\pi}&=-c v_\sigma\sin\theta, & H_{x\pi}&=-c v_\pi\cos\theta .
\end{aligned} \tag{5}
\]

The third element has the odd form required by (1). Bending turns one lobe of \(\pi^*\) towards the metal, where it can form a \(\sigma\) bond with \(z^2\). The fourth element shows the price: the \(\pi\) bond with \(xz\), called back-bonding, is weakened. In this model \(h\) and \(\pi^*\) do not couple, being \(\sigma\) and \(\pi\) orbitals of the same NO, and an axial co-ligand field keeps \(z^2\) and \(xz\) uncoupled.

The metal orbitals \(xy\) and \(x^2-y^2\) have a different angular behaviour about \(z\) and do not couple to nitrogen s or p orbitals. A twofold axis alone would still let the co-ligand field mix them with \(z^2\), and \(xz\) with \(yz\). From here on such mixing is excluded and the bending plane is taken to be a mirror plane, as for a square arrangement of equal equatorial ligands with NO bending in one of its mirror planes. The out-of-plane \(\pi^*\) contains \(p_y\), which the tilt leaves alone, so its coupling to \(yz\) stays at \(-cv_\pi\).

## Levels of the linear molecule

At \(\theta=0\) the four orbitals separate into a \(\sigma\) pair and a \(\pi\) pair. Write

\[
\begin{aligned}
A&=\cos\alpha\,z^2-\sin\alpha\,h, & B&=\sin\alpha\,z^2+\cos\alpha\,h,\\
P_+&=\cos\gamma\,\pi^*-\sin\gamma\,xz, & P_-&=\sin\gamma\,\pi^*+\cos\gamma\,xz .
\end{aligned} \tag{6}
\]

With \(\tau_\sigma=av_s+bv_\sigma\), the element between \(A\) and \(B\) is \(\tfrac12\sin2\alpha\,(\varepsilon_z-\varepsilon_h)-\tau_\sigma\cos2\alpha\). It must vanish, and the \(\pi\) pair is treated in the same way with \(\tau_\pi=cv_\pi\):

\[
\tan2\alpha=\frac{2\tau_\sigma}{\varepsilon_z-\varepsilon_h},\qquad
\tan2\gamma=\frac{2\tau_\pi}{\varepsilon_p-\varepsilon_x}. \tag{7}
\]

The energies are

\[
\begin{aligned}
e_{A,B}&=\frac{\varepsilon_z+\varepsilon_h}{2}\pm\sqrt{\frac{(\varepsilon_z-\varepsilon_h)^2}{4}+\tau_\sigma^2},\\
e_\pm&=\frac{\varepsilon_p+\varepsilon_x}{2}\pm\sqrt{\frac{(\varepsilon_p-\varepsilon_x)^2}{4}+\tau_\pi^2}.
\end{aligned} \tag{8}
\]

Assume that the other ligands raise \(x^2-y^2\) so far that it stays empty, and consider first \(e_A<e_+\). Six metal-nitrosyl electrons fill \(xy\), \(P_-\) and the out-of-plane partner of \(P_-\). The lone-pair level \(B\) is filled as well, but its two electrons are not counted in \(n\). The seventh and eighth electrons enter \(A\), which is mainly \(z^2\) and is antibonding towards the lone pair.

## Mixing of the frontier level

The elements in (5) that are proportional to \(\sin\theta\) connect the \(\sigma\) pair with the \(\pi\) pair. Between \(A\) and \(P_+\) they give \(W_{A+}\sin\theta\). Inserting (6), and likewise for two other pairs,

\[
\begin{aligned}
W_{A+}&=-cv_\sigma\cos\alpha\cos\gamma+bv_\pi\sin\alpha\sin\gamma,\\
W_{B+}&=-cv_\sigma\sin\alpha\cos\gamma-bv_\pi\cos\alpha\sin\gamma,\\
W_{A-}&=-cv_\sigma\cos\alpha\sin\gamma-bv_\pi\sin\alpha\cos\gamma .
\end{aligned} \tag{9}
\]

Keep for a moment only \(A\) and \(P_+\), with their linear-molecule energies and gap \(g=e_+-e_A\). The two mixed levels are

\[
\lambda_{\mp}=\frac{e_A+e_+}{2}\mp\sqrt{\frac{g^2}{4}+W_{A+}^2\sin^2\theta},\qquad
\tan2\phi=\frac{2|W_{A+}|\sin\theta}{g}, \tag{10}
\]

where \(\sin^2\phi\) is the weight of \(P_+\) in the lower level. When \(W_{A+}<0\), the lower level is the in-phase combination \(\cos\phi\,A+\sin\phi\,P_+\).

For \(|W_{A+}|\sin\theta\ll g\), the lower level falls by \(W_{A+}^2\sin^2\theta/g\). In the opposite limit \(g\to0\), it falls by \(|W_{A+}|\,|\sin\theta|\), which is linear at small angle. The quadratic expansion (2) then fails, because the state at \(\theta=0\) is degenerate.

The upper level rises by as much as the lower one falls. Electrons in the lower level gain energy, while filling both levels equally would cancel the gain of this pair.

## Stability of the linear form

The other levels also respond to bending. Let \(k(1-\cos\theta)\) represent the remaining bending resistance, such as repulsion between ligands; its curvature at \(\theta=0\) is \(k\). Second-order perturbation theory gives the curvature of a level \(i\) as

\[
e_i''=\langle i|H''|i\rangle+2\sum_j\frac{W_{ij}^2}{e_i-e_j}, \tag{11}
\]

where primes denote derivatives with respect to \(\theta\) at zero. From (5), \(H''_{zh}=bv_\sigma\) and \(H''_{x\pi}=cv_\pi\). With (6), the first term of (11) is therefore

\[
\pm bv_\sigma\sin2\alpha\ \text{ for } B,A,\qquad
\pm cv_\pi\sin2\gamma\ \text{ for } P_-,P_+, \tag{12}
\]

the upper sign belonging to the first level named. Bonding levels rise as their bond weakens, and antibonding levels fall.

Multiply (11) by the occupations and add. Two equally filled levels contribute opposite coupling terms, which cancel. A doubly filled level below an empty one contributes \(-4W^2\) divided by their gap. For \(n=8\), the levels \(B\), \(P_-\) and \(A\) are full, and the terms (12) of \(A\) and \(B\) cancel:

\[
\kappa_8=k+2cv_\pi\sin2\gamma-\frac{4W_{A+}^2}{e_+-e_A}-\frac{4W_{B+}^2}{e_+-e_B}. \tag{13}
\]

For \(n=6\), \(A\) is empty:

\[
\begin{aligned}
\kappa_6={}&k+2cv_\pi\sin2\gamma+2bv_\sigma\sin2\alpha\\
&-\frac{4W_{B+}^2}{e_+-e_B}-\frac{4W_{A-}^2}{e_A-e_-}. 
\end{aligned} \tag{14}
\]

One electron in \(A\) contributes half as much as two, so \(\kappa_7=(\kappa_6+\kappa_8)/2\). Each added electron changes the curvature by

\[
e_A''=-bv_\sigma\sin2\alpha-\frac{2W_{A+}^2}{e_+-e_A}+\frac{2W_{A-}^2}{e_A-e_-}. \tag{15}
\]

The first term is relief of the antibonding contact with the lone pair. The second is mixing with \(\pi^*\). The third is repulsion from the filled level below. Added electrons favour bending if this sum is negative, and they make the linear form unstable if their total contribution, \((n-6)e_A''\), also outweighs \(\kappa_6\).

When all metal-ligand couplings are small compared with the level separations, \(\sin2\gamma\approx2cv_\pi/(\varepsilon_p-\varepsilon_x)\) and \(W_{A+}\approx-cv_\sigma\), while the \(W_{B+}\) term is of higher order. Equation (13) becomes

\[
\kappa_8\approx k+4c^2\left[\frac{v_\pi^2}{\varepsilon_p-\varepsilon_x}-\frac{v_\sigma^2}{\varepsilon_p-\varepsilon_z}\right]. \tag{16}
\]

The bend replaces a \(\pi\) interaction by a \(\sigma\) interaction. It is favoured by strong \(\sigma\) coupling and by a \(z^2\) level close below \(\pi^*\), and opposed by strong back-bonding and a large \(k\).

## A numerical case

Take round model parameters, not fitted to a compound: \(a=b=0.6\), \(c=0.8\); \(v_s=v_\sigma=0.08\) and \(v_\pi=0.06\) hartree; \(\varepsilon_h=-0.55\), \(\varepsilon_z=-0.26\), \(\varepsilon_x=-0.32\) and \(\varepsilon_p=-0.20\) hartree; and \(k=0.04\) hartree/rad².

Then \(\tau_\sigma=0.096\) and \(\tau_\pi=0.048\) hartree. Equation (8) gives \(e_B=-0.5789\), \(e_-=-0.3368\), \(e_A=-0.2311\) and \(e_+=-0.1832\) hartree. The important gap is \(g=0.0479\) hartree. Equation (9) gives \(W_{A+}=-0.0544\), \(W_{B+}=-0.0288\) and \(W_{A-}=-0.0301\) hartree/rad. In hartree/rad², the curvatures are

\[
\begin{aligned}
\kappa_8&=0.0400+0.0600-0.2469-0.0084=-0.155,\\
\kappa_6&=0.0400+0.0600+0.0530-0.0084-0.0342=0.110,
\end{aligned} \tag{17}
\]

and \(\kappa_7=-0.0225\). The term from mixing of \(A\) with \(P_+\), 0.2469, is the largest in \(\kappa_8\). The gap is smaller than \(cv_\sigma=0.064\) hartree, so this case lies outside the regime in which (16) was derived. It nevertheless gives \(-0.156\), because its errors nearly cancel: its \(\pi\) term is 0.0768 instead of 0.0600, and its \(\sigma\) term is 0.2731 instead of \(0.2469+0.0084\).

At \(\theta=5^\circ\), equation (10) puts a weight 0.0095 of \(P_+\) in the frontier level. Numerical diagonalisation of the full four-orbital matrix gives the same value to two figures. At large bends the other couplings and the changing diagonal energies matter, and the full matrix is needed.

## The equilibrium angle

Let \(\lambda_1\le\lambda_2\le\lambda_3\le\lambda_4\) be the eigenvalues of that matrix. Apart from constants, the eight-electron energy is \(2(\lambda_1+\lambda_2+\lambda_3)+k(1-\cos\theta)\). The sum of all four eigenvalues equals the sum of the site energies, which does not depend on \(\theta\). Hence

\[
E_8(\theta)=\text{constant}-2\lambda_4(\theta)+k(1-\cos\theta). \tag{18}
\]

Setting the derivative to zero gives, at a bent minimum,

\[
2\,\frac{d\lambda_4}{d\theta}=k\sin\theta. \tag{19}
\]

The filled levels gain what the empty top level loses by being pushed up. Numerical minimisation over tilts from 0 to 120° gives M–N–O angles of 180° for \(n=6\), 162° for \(n=7\) and 121° for \(n=8\). At the last angle \(\lambda_4=-0.1616\) hartree and \(\theta=59.1^\circ\), so the energy gained relative to the linear form is

\[
2(0.1832-0.1616)-0.04(1-\cos59.1^\circ)\approx0.024\ \text{hartree}, \tag{20}
\]

or 0.64 eV. For \(n=7\) the gain is only 0.0005 hartree, too small for the model to settle whether such a molecule bends. The angles depend strongly on the free parameter \(k\). Between \(k=0.02\) and 0.08 hartree/rad², the eight-electron angle runs from 108° to 140° and the seven-electron angle from 151° to 180°, while six electrons give 180° throughout.

The smaller seven-electron bend follows from \(E_7=(E_6+E_8)/2\). In this example \(E_6\) rises with tilt over the whole range searched. At tilts beyond the eight-electron minimum both \(E_6\) and \(E_8\) are higher than at that minimum, so \(E_7\) is higher too. At the minimum itself the slope of \(E_8\) is zero and that of \(E_6\) is positive, so \(E_7\) falls towards smaller tilt.

If \(H_{z\pi}\) alone is set to zero, with every other parameter held fixed, the eight-electron minimum returns to 180°. In this example the \(z^2\)–\(\pi^*\) coupling is thus necessary for the bend. At the bent minimum of the full model, the frontier level has weights 0.58 on \(z^2\), 0.21 on \(\pi^*\), 0.14 on \(xz\) and 0.06 on \(h\). The added pair is shared; it has not moved wholly to NO.

## When \(\pi^*\) lies below \(z^2\)

Suppose instead that \(e_+<e_A\). Take \(xz\) and \(yz\) to have equal site energies, which a twofold axis alone does not require. In the linear molecule the in-plane \(P_+\) is then degenerate with its out-of-plane partner. Bending lifts the degeneracy, because reflection in the \(xz\) plane forbids mixing of the partner with \(z^2\). If the added pair occupies the in-plane member, \(B\), \(P_-\) and \(P_+\) are full. The terms (12) of \(P_-\) and \(P_+\) cancel, and \(A\) is the empty level:

\[
\kappa_8=k+2bv_\sigma\sin2\alpha-\frac{4W_{A+}^2}{e_A-e_+}-\frac{4W_{A-}^2}{e_A-e_-}. \tag{21}
\]

Raising \(\varepsilon_z\) to \(-0.12\) hartree, with the other parameters fixed, gives \(e_+=-0.1832\) and \(e_A=-0.0995\) hartree. Equation (21) then gives \(\kappa_8=-0.087\) hartree/rad², and minimisation gives an angle of 126°. The lower mixed level now starts as \(\pi^*\), but the mechanism is the same. Because of the degeneracy, exchange may favour placing the two electrons in different \(\pi^*\) orbitals with parallel spins, and (21) does not describe that state.

## Reliability and real nitrosyls

A sum of orbital energies is not a total energy: it treats electron repulsion only through fixed parameters. Three omissions can be sized for the first example.

The first is overlap. Use Slater orbitals with exponents 2.5 bohr⁻¹ for metal 3d and 1.95 bohr⁻¹ for nitrogen 2s and 2p, at an M–N distance of 3.3 bohr. Numerical integration gives overlaps 0.15 for \(z^2\)–\(s\), \(-0.18\) for \(z^2\)–\(p_z\) and 0.10 for \(xz\)–\(p_x\). Keep these overlaps \(S_{ij}\), with the angular factors of (3), and add \(S_{ij}(\varepsilon_i+\varepsilon_j)/2\) to each coupling. The eight-electron angle then moves from 121° to 101°, the seven-electron angle moves from 162° to 140°, and six electrons still give 180°. The preference for bending survives this change, but the shift of 20° shows that the angle itself is not reliable.

The second is the oxygen lobe of \(\pi^*\). With amplitude \(-0.6\), exponent 2.25 bohr⁻¹ and an N–O distance of 2.2 bohr, its overlap with \(z^2\) at the 121° geometry is about 5% of the nitrogen contribution and opposite in sign. Its overlap with \(xz\) there is about 23% of the nitrogen contribution, also opposite in sign. Adding oxygen couplings scaled in proportion to these overlaps moves the eight-electron angle from 121° to about 126°.

The third is a triplet with one electron in the frontier level and one in the out-of-plane \(\pi^*\). The latter level does not change with \(\theta\), so this state bends like the seven-electron one, to 162°. After both states relax, the triplet lies 0.071 hartree above the singlet in orbital energy. Electron repulsion, which the model omits, favours the triplet in two ways: through exchange, and because two electrons repel less in different orbitals than in the same one. With unscreened minimal-basis integrals for these orbitals, the second effect is about 0.35 hartree and exchange only about 0.01 hartree. Screening and orbital relaxation reduce such values, so the model cannot decide the spin state.

Real six-coordinate nitrosyls with six metal-nitrosyl electrons are typically near linear, and low-spin ones with eight are typically bent to very roughly 120–130°. The model gives the same trend, but its agreement in angle has little weight given the overlap result. The electron count alone does not decide the shape. The cobalt precursor Co(CO)₃NO has ten such electrons and a linear Co–N–O unit. Its threefold axis lets \(xz\) and \(yz\) mix with \(x^2-y^2\) and \(xy\), and its d levels are all filled, so the level scheme used here does not apply to it.

Numerical values quoted here were computed with a short program.
